# When an NMR powder average may use a hemisphere or an octant

A powder simulation repeats the same spin calculation for many crystallite orientations. Before the grid is built, one has to decide whether it must cover the sphere, a hemisphere or one octant. At fixed grid density an octant costs one eighth of a sphere. If the symmetry it relies on is absent, however, refining the grid can converge to a wrong signal. The decision depends on which tensors are present, how their axes are related, whether the sample spins and, if it does, which pulses are applied.

## 1. One tensor, static sample

The algebra sets \(\hbar=1\), so an energy is also an angular frequency; numerical energies are given in eV. Let \(\mathbf n=(x,y,z)\) be the unit vector of the magnetic field in a frame fixed to the crystallite. In high field, to first order, a shift interaction with real symmetric tensor \(A\) moves the line by

\[
a(\mathbf n)=\mathbf n^TA\,\mathbf n .
\]

An antisymmetric part \(K\) would drop out here, since \(\mathbf n^TK\mathbf n\) equals its own transpose \(-\mathbf n^TK\mathbf n\). Replacing \(\mathbf n\) by \(-\mathbf n\) gives two minus signs, so \(a(-\mathbf n)=a(\mathbf n)\). For any function \(f\) of \(a\), the two halves of the sphere therefore contribute equally:

\[
\frac1{4\pi}\int_{\rm sphere}f\,d\Omega=\frac1{2\pi}\int_{\rm hemisphere}f\,d\Omega .
\]

This takes all orientations as equally likely. In a partly ordered sample, the orientation density multiplies \(f\); it must either have the same symmetry or be replaced by its average over \(\mathbf n\) and \(-\mathbf n\).

In the principal axes of \(A\),

\[
a=A_1x^2+A_2y^2+A_3z^2 ,
\]

and each coordinate may change sign separately. The eight octants are equivalent and one suffices.

Limit: if \(A_1=A_2\), then \(a=A_1+(A_3-A_1)z^2\). The azimuth drops out and an integral over \(0<z<1\) remains.

## 2. Two tensors, static sample

Now let the observed spin \(I=1/2\) be coupled to an unlike spin \(S=1/2\). The first-order Hamiltonian, in the rotating frame of both spins, is

\[
H=a(\mathbf n)I_z+2d(\mathbf n)I_zS_z,\qquad
d=\mathbf n^TD\,\mathbf n=\frac b2\left[3(\mathbf u\cdot\mathbf n)^2-1\right],
\]

where \(\mathbf u\) is the dipolar axis and \(b\) the dipolar energy. For \(S_z=\pm\tfrac12\) the \(I\) line lies at \(a\pm d\). Averaging the two decays gives

\[
s(t)=\tfrac12\left[e^{-i(a+d)t}+e^{-i(a-d)t}\right]=e^{-iat}\cos(dt).
\]

The model parameters are \(A=\mathrm{diag}(-4,-1,5)\times10^{-11}\) eV and \(b=4\times10^{-11}\) eV (9.67 kHz). The line positions were tested against the untruncated two-spin Hamiltonian, with Larmor energies of \(10^{-6}\) and \(2.5\times10^{-7}\) eV. Over the random orientations tried, the largest error was \(2.2\times10^{-15}\) eV, about \(5\times10^{-5}\) of \(b\).

**Hemisphere.** Both \(a\) and \(d\) are even in \(\mathbf n\), whatever the angle between their axes. The same holds for any number of tensors \(M_k\) that enter through \(\mathbf n^TM_k\mathbf n\). An antisymmetric coupling between like spins does not enter this way: its first-order term is odd in \(\mathbf n\), and it is excluded here. If the radiofrequency fields do not depend on orientation, the whole first-order Hamiltonian is the same at \(\mathbf n\) and \(-\mathbf n\) at every moment of a pulse sequence. A hemisphere therefore suffices for a static sample.

**Further reduction.** An orthogonal map \(g\) preserves every \(\mathbf n^TM_k\mathbf n\) when \(g^TM_kg=M_k\), that is, when \(g\) commutes with every \(M_k\). Take the reflection \(g=1-2\mathbf v\mathbf v^T\), with \(\mathbf v\) a unit vector. It commutes with \(M\) when

\[
M\mathbf v\mathbf v^T=\mathbf v\mathbf v^TM .
\]

Acting on \(\mathbf v\), this gives \(M\mathbf v=(\mathbf v^TM\mathbf v)\mathbf v\), so \(\mathbf v\) is a principal axis. Conversely, if \(M\mathbf v=\mu\mathbf v\), both sides equal \(\mu\mathbf v\mathbf v^T\). A reflection thus preserves every tensor separately, and is called allowed below, if and only if its normal is a principal axis of each. A map that exchanges two equivalent couplings and preserves the shift tensor can also leave the signal unchanged; such exchanges are not counted here.

- With three common axes, all three reflections are allowed, and one octant suffices.
- With one common axis, say \(y\), the symmetry maps are the identity, inversion, \(y\to-y\), and the half turn \((x,y,z)\to(-x,y,-z)\). They carry the quarter \(y>0,z>0\) over the sphere. They do not do so for \(x>0,z>0\), because none of them changes the sign of \(xz\).
- With no common axis, the identity and inversion are all that remain. Suppose another \(g\) commuted with all tensors. Either \(g\) or \(-g\) is a proper rotation other than the identity, and it leaves a single line fixed. Each \(M_k\) commutes with that rotation, so it maps the line into itself. The line would then be a common principal axis, contrary to assumption.

Numerical check at \(t=5\times10^{10}\ \hbar/\mathrm{eV}\), so that \(bt=2\): with \(\mathbf u\) along \(z\), all axes are shared, and sphere and octant both give \(0.4354+0.1317i\). With \(\mathbf u=(1,0,1)/\sqrt2\), only \(y\) is common. For the branch \(a+d\), the sphere and the quarter \(y>0,z>0\) give \(0.2060+0.2179i\), while the quarter \(x>0,z>0\) gives \(0.1881-0.0133i\).

## 3. A counterexample with closed-form errors

The first moment shows what an octant does to tilted tensors. In the octant \(x,y,z>0\), of area \(\pi/2\), the three squares have equal means that add to 1, so \(\langle x^2\rangle=1/3\). With polar angles \(\beta,\alpha\),

\[
\langle xy\rangle=\frac2\pi\int_0^{\pi/2}\!\sin^3\beta\,d\beta\int_0^{\pi/2}\!\cos\alpha\sin\alpha\,d\alpha
=\frac2\pi\cdot\frac23\cdot\frac12=\frac{2}{3\pi},
\]

and \(\langle yz\rangle\), \(\langle xz\rangle\) are equal to it by permutation. Each off-diagonal element occurs twice in \(\mathbf n^TM\mathbf n\). For the octant with coordinate signs \(s_x,s_y,s_z\),

\[
\langle\mathbf n^TM\mathbf n\rangle=\frac{{\rm tr}M}{3}+\frac{4}{3\pi}\left(s_xs_yM_{xy}+s_ys_zM_{yz}+s_xs_zM_{xz}\right).
\]

The sphere gives \({\rm tr}M/3\). One octant may give the right mean by accident, if its bracket happens to vanish, but its signal can still be wrong. Suppose instead that all four octants with \(s_z=+1\) give the right mean. Adding the conditions for \((s_x,s_y)=(1,1)\) and \((-1,1)\) gives \(2M_{yz}=0\). Adding the first to that for \((-1,-1)\) gives \(2M_{xy}=0\), and to that for \((1,-1)\) gives \(2M_{xz}=0\). So \(M\) is diagonal in the chosen frame. If this holds for both \(A+D\) and \(A-D\), it holds for their half-sum \(A\) and half-difference \(D\), and the axes are shared.

Now take \(\mathbf u=(1,1,1)/\sqrt3\) in the principal axes of \(A\). Since \(3(\mathbf u\cdot\mathbf n)^2=(x+y+z)^2=1+2(xy+yz+zx)\),

\[
d=b\,(xy+yz+zx).
\]

The first octant gives \(\langle d\rangle=3b\cdot2/(3\pi)=2b/\pi\) instead of zero. The branch \(a+d\) is displaced by \(2\times4\times10^{-11}/\pi=2.55\times10^{-11}\) eV (6.16 kHz), and the branch \(a-d\) by the opposite amount. The mean of the whole spectrum stays correct, so checking the centre of gravity would not reveal the error.

The width does reveal it. Squaring \(d\),

\[
\frac{d^2}{b^2}=x^2y^2+y^2z^2+z^2x^2+2\left(xy^2z+yz^2x+zx^2y\right).
\]

The octant means are

\[
\langle x^2y^2\rangle=\frac2\pi\cdot\frac8{15}\cdot\frac\pi{16}=\frac1{15},\qquad
\langle xyz^2\rangle=\frac2\pi\cdot\frac2{15}\cdot\frac12=\frac2{15\pi}.
\]

On the sphere the terms in the bracket average to zero, since each is odd in two coordinates. Hence

\[
\langle d^2\rangle_{\rm sphere}=\frac{b^2}5,\qquad
\langle d^2\rangle_{\rm octant}=b^2\left(\frac15+\frac4{5\pi}\right)=0.455\,b^2 .
\]

The squared width of the spectrum is \(\langle a^2\rangle+\langle d^2\rangle\), because the cross terms \(\pm2ad\) cancel between branches and the overall mean is zero. The mean is zero because \(A\) is traceless and \(\pm d\) cancel between the branches. Since \(a^2\) is even in each coordinate, it has the same mean on both domains, and only \(\langle d^2\rangle\) changes. The rms width rises from \(2.97\times10^{-11}\) eV (7.17 kHz) to \(3.59\times10^{-11}\) eV (8.68 kHz), by 21% of the correct value. The signal at \(bt=2\) is \(0.2565+0.0566i\) on sphere and hemisphere, but \(0.0107+0.0435i\) on the octant.

Limit: as \(\mathbf u\) turns onto a principal axis of \(A\), the off-diagonal elements of \(D\) vanish and so do these errors.

Octants can still be used here if the branches are averaged separately. Each branch alone contains a single tensor, \(A+D\) or \(A-D\), and may be averaged over an octant in the principal axes of that tensor. This was tested for both branches. What failed above was using the first octant in the principal axes of \(A\) for both.

## 4. Magic-angle spinning, one interval of free decay

From here on \(\mathbf n\) is the rotor axis in the crystallite frame, with its direction chosen so that the field turns about it in the right-handed sense. With \(\mathbf e_1\times\mathbf e_2=\mathbf n\), the crystallite sees the field direction

\[
\mathbf c_{\mathbf n}(\phi)=\mathbf n\cos\theta+\sin\theta\,(\mathbf e_1\cos\phi+\mathbf e_2\sin\phi),\qquad \phi=\gamma+\omega t,
\]

where \(\cos^2\theta=1/3\), \(\omega\) is the spinning frequency and \(\gamma\) the starting angle. A branch with tensor \(M\) has energy \(E_{\mathbf n}(\phi)=\mathbf c^TM\mathbf c\).

For the axis \(-\mathbf n\), a right-handed frame is \(\mathbf e_1,-\mathbf e_2,-\mathbf n\). Comparing components gives \(\mathbf c_{-\mathbf n}(\phi)=-\mathbf c_{\mathbf n}(\pi-\phi)\), and therefore

\[
E_{-\mathbf n}(\phi)=E_{\mathbf n}(\pi-\phi).
\]

Inversion preserves the set of energies but runs through them backwards. With the substitution \(t'\to t-t'\),

\[
\int_0^tE_{-\mathbf n}(\gamma+\omega t')\,dt'=\int_0^tE_{\mathbf n}(\pi-\gamma-\omega t+\omega t')\,dt' .
\]

The phase at \(-\mathbf n\) is thus the phase at \(\mathbf n\) for another starting angle. For one test orientation and a rotor turn of 2.5 rad, the phase at \(-\mathbf n\) is 0.0218 rad. At \(\mathbf n\) it is 0.609 rad for the same \(\gamma\) and 0.0218 rad for the matched one. Averaging uniformly over \(\gamma\) removes the difference.

This argument uses a decay fixed by the integrated energy, which is the case when the Hamiltonians at different times commute, as they do for the pair above. Under that condition the hemisphere rule survives. The condition is sufficient, not necessary.

If the axes are shared, the half turns about them are also symmetries. They keep the frame right-handed and change at most the starting angle. Combined with inversion, they make all eight octants equivalent. With the shift tensor alone, \(\omega=10^{-10}\) eV (24.2 kHz) and \(\omega t=2.5\), sphere and octant both give \(0.9312+0.0016i\).

## 5. Spinning with an echo

Let an ideal, instantaneous \(\pi\) pulse act on \(I\) at time \(\tau\), with detection at \(2\tau\). The phase from the first interval is reversed:

\[
\Phi=\int_\tau^{2\tau}E\,dt-\int_0^\tau E\,dt,\qquad s=\langle e^{-i\Phi}\rangle_\gamma .
\]

Running the energies backwards exchanges the intervals and turns \(\Phi\) into \(-\Phi\). Hence \(s(-\mathbf n)=s(\mathbf n)^*\). The sphere average is real, but a domain that does not balance \(\mathbf n\) against \(-\mathbf n\) can leave an imaginary part.

To find its size for fast spinning, take \(M\) traceless. The constant part of \(E\) is then \({\rm tr}M/3=0\), and writing \(E=\sum_mE_me^{im\phi}\),

\[
E_1=\sin\theta\cos\theta\,(M_{n1}-iM_{n2}),\qquad
E_2=\frac{\sin^2\theta}2\left[\frac{M_{11}-M_{22}}2-iM_{12}\right],
\]

with \(E_{-m}=E_m^*\). The time integrals of \(e^{im\omega t}\) combine to

\[
\frac{(e^{im\omega\tau}-1)^2}{im\omega}=\frac{4i}{m\omega}\,e^{im\omega\tau}\sin^2\frac{m\omega\tau}2 .
\]

In \(\langle\Phi^3\rangle_\gamma\) only products with indices adding to zero survive: \((1,1,-2)\), in three orders, and their conjugates. The factors \(e^{im\omega\tau}\) cancel. With \(\Lambda=\sin^4(\omega\tau/2)\sin^2(\omega\tau)\),

\[
\langle\Phi^3\rangle_\gamma=3\left[\frac{32i\Lambda}{\omega^3}E_1^2E_2^*+\text{c.c.}\right]
=-\frac{192\Lambda}{\omega^3}\,{\rm Im}(E_1^2E_2^*).
\]

Multiplying out the coefficients,

\[
{\rm Im}(E_1^2E_2^*)=\tfrac12\sin^4\theta\cos^2\theta\;T,\quad
T=(M_{n1}^2-M_{n2}^2)M_{12}-M_{n1}M_{n2}(M_{11}-M_{22}).
\]

Writing out components shows that \(T=\mathbf n\cdot(M\mathbf n\times M^2\mathbf n)\); the terms in \(M_{nn}\) cancel. Here \(\sin^4\theta\cos^2\theta=4/27\), and the cubic term of \(e^{-i\Phi}\) is \(+i\Phi^3/6\). To leading order in energy over \(\omega\),

\[
{\rm Im}\,s=-\frac{64}{27}\frac{\Lambda\,T(\mathbf n)}{\omega^3}.
\]

In principal axes the triple product is a determinant with rows \(n_i(1,M_i,M_i^2)\), so

\[
T=xyz\,(M_2-M_1)(M_3-M_1)(M_3-M_2).
\]

**Octant, one tensor.** The octant mean of \(xyz\) is \((2/\pi)(1/4)(1/2)=1/(4\pi)\). For \(\omega\tau=2\pi/3\), \(\Lambda=(9/16)(3/4)=27/64\), and the prefactor becomes \(-1\). With energies in units of \(10^{-11}\) eV, \(\omega=10\) and

\[
{\rm Im}\,s\approx-\frac{3\cdot9\cdot6}{4\pi\cdot10^3}=-0.0129 .
\]

Quadrature gives \(-0.0119\), beside a correct real signal of 0.823. The octant fails even though a single tensor shares its axes with itself. Only the imaginary part is wrong, because \(s(-\mathbf n)=s(\mathbf n)^*\), so for this echo one could simply keep the real part. A cure that does not rely on this relation is to use two adjacent octants, such as \(y>0,z>0\). Half turns change two signs at once, so they carry \((+,+,+)\) to the four octants with \(xyz>0\) and \((-,+,+)\) to the other four. Since they preserve the sense of rotation, this quarter sphere is valid for shared axes and any sequence of orientation-independent pulses, after the \(\gamma\) average.

**Hemisphere, tilted tensors.** \(T\) is a harmonic polynomial of degree 3. Its average around a circle at polar angle \(\beta\) about the hemisphere's pole is \(T({\rm pole})P_3(\cos\beta)\). Because \(\int_0^1P_3(q)\,dq=5/8-3/4=-1/8\), the hemisphere mean is \(-T({\rm pole})/8\). For \(\mathbf u=(1,1,1)/\sqrt3\) and the pole along \(z\), both branches have \(M_{n1}=M_{n2}=\pm b/2\) and \(M_{11}-M_{22}=-3\). So \(T=4\times3=12\), and \({\rm Im}\,s\approx+1.5/10^3=0.0015\). Quadrature gives 0.00138, beside a real part of 0.733. With no common axis, neither inversion nor a half turn is available for a general sequence, and the grid should cover the sphere.

Both leading estimates are about 8% too large in magnitude at this speed. At \(\omega=4\times10^{-9}\) eV (967 kHz, far above practical spinning speeds and chosen only to isolate the leading term) they agree with quadrature to about five parts in \(10^5\), as expected if the next correction falls as \(1/\omega^2\).

Three limits locate the failure:

- If \(\omega\tau\) is a multiple of \(2\pi\), each interval integrates to zero phase and \(s=1\) for every orientation.
- If \(\omega\tau=\pi\), only \(m=\pm1\) survives in \(\Phi\). Then \(\Phi(\gamma+\pi)=-\Phi(\gamma)\), so \(s\) is real for every orientation.
- If \(M\) is axial, a half turn about a line perpendicular to both \(\mathbf n\) and the symmetry axis preserves \(M\) and takes \(\mathbf n\) to \(-\mathbf n\). Then \(s(-\mathbf n)=s(\mathbf n)\), which with the conjugation rule makes \(s\) real.

The numerical output below gives these values to more digits.

## Computed values

```
shift principal energy 1: -4e-11 eV
shift principal energy 2: -1e-11 eV
shift principal energy 3: 5e-11 eV
dipolar energy b: 4e-11 eV
b as frequency: 9.672 kHz
Larmor energy of I in truncation test: 1e-06 eV
Larmor energy of S in truncation test: 2.5e-07 eV
largest line error of truncation: 2.1916e-15 eV
static signal time: 5e+10 hbar/eV
tilted, sphere signal: 0.256474 +0.056570i
tilted, hemisphere signal: 0.256474 +0.056570i
tilted, octant signal: 0.010659 +0.043546i
shared axes, sphere signal: 0.435368 +0.131691i
shared axes, octant signal: 0.435368 +0.131691i
one common axis y, plus branch, sphere: 0.205994 +0.217868i
same, quarter y>0 z>0: 0.205994 +0.217868i
same, quarter x>0 z>0: 0.188114 -0.013276i
plus-branch mean, octant signs (1, 1), z>0: 2.5465e-11 eV
plus-branch mean, octant signs (-1, 1), z>0: -8.4883e-12 eV
plus-branch mean, octant signs (-1, -1), z>0: -8.4883e-12 eV
plus-branch mean, octant signs (1, -1), z>0: -8.4883e-12 eV
minus-branch mean, first octant: -2.5465e-11 eV
false plus-branch shift, first octant: 6.1574 kHz
mean d^2/b^2, sphere: 0.2
mean d^2/b^2, first octant: 0.45465
rms width of spectrum, sphere: 2.9665e-11 eV
rms width of spectrum, octant: 3.5881e-11 eV
rms width, sphere: 7.1729 kHz
rms width, octant: 8.676 kHz
spinning quantum: 1e-10 eV
spinning frequency: 24.18 kHz
rotor angle in spinning decay: 2.5 rad
phase at -n, fixed gamma: 0.021832 rad
phase at n, same gamma: 0.60865 rad
phase at n, matched gamma: 0.021832 rad
spinning decay, shift only, sphere: 0.931171 +0.001591i
spinning decay, shift only, octant: 0.931171 +0.001591i
rotor angle per echo delay: 2.0944 rad
echo, shift only, sphere real part: 0.82332
echo, shift only, quarter y>0 z>0 real part: 0.82332
echo, shift only, octant: 0.823319 -0.011898i
leading imaginary part, octant: -0.012892
echo, tilted pair, sphere real part: 0.7328
echo, tilted pair, hemisphere: 0.732800 +0.001383i
leading imaginary part, hemisphere: 0.0015
fast spinning quantum: 4e-09 eV
fast octant imaginary part, quadrature: -2.0142e-07
fast octant imaginary part, leading: -2.0143e-07
fast hemisphere imaginary part, quadrature: 2.3436e-08
fast hemisphere imaginary part, leading: 2.3437e-08
```
